Covariant CCSD equations for nonorthogonal occupied and virtual functions

Localized functions, such as atomic orbitals projected onto the occupied or virtual space, are generally not orthogonal. If their integrals and amplitudes are put into the orthonormal CCSD equations unchanged, the equations are wrong. In the acetylene calculation below, doing this at the converged solution leaves a residual element of 0.16 hartree where there should be zero; the size depends on which atomic orbitals are projected, and two other choices give 0.14 and 0.43 hartree. Inserting inverse overlaps repairs the equations, but the inverses grow without bound as functions approach linear dependence, and for a redundant set they do not exist. The inverses disappear from the residual formula if each index is given its proper position.

Let i, j, k, l label occupied spin orbitals, a, b, c, d virtual ones, and p, q, r, s either kind. Repeated indices are summed, and primed letters are further indices of the same kind. The functions may be nonorthogonal within each set, but the two sets are mutually orthogonal:

S_pq = <φ_p|φ_q>, S_ia = 0.

Suppose first that each set is linearly independent. Let S^{pq} be the inverse metric, taken separately in each block, and define dual functions φ^p = φ_q S^{qp}. The operator c†_p creates φ_p, c†^p creates φ^p, and c_p and c^p are their adjoints. Then

{c_p, c†_q} = S_pq, {c^p, c†_q} = {c_p, c†^q} = δ.

Here δ equates p and q. The integrals are covariant, that is, taken with the functions themselves:

h_pq = <φ_p|h|φ_q>, v_pqrs = <φ_p φ_q||φ_r φ_s>.

The double bar means direct minus exchange. Since h = |φ^p> h_pq <φ^q| in the space spanned, the Hamiltonian is

H = h_pq c†^p c^q + ¼ v_pqrs c†^p c†^q c^s c^r.

The dual operators in H suggest the opposite choice for the cluster operator, with contravariant amplitudes and ordinary functions:

T1 = t^{ai} c†_a c_i,
T2 = ¼ t^{abij} c†_a c†_b c_j c_i.

The doubles amplitudes are antisymmetric in ab and in ij. The reference determinant Φ is the product of all c†_i acting on the vacuum; it need not be normalized. The residuals are the projections

R_ai = <Φ|c†_i c_a e^{-T} H e^{T}|Φ> / <Φ|Φ>,
R_abij = <Φ|c†_i c†_j c_b c_a e^{-T} H e^{T}|Φ> / <Φ|Φ>.

If the excitation part of e^{-T}He^{T} is written with dual operators as

R_ai c†^a c^i + ¼ R_abij c†^a c†^b c^j c^i,

its coefficients are these residuals, because the anticommutators of the projecting operators with the dual ones are δ. An operator left over from T must first be converted to this form. From φ_a' = φ^a S_aa' and its adjoint counterpart for annihilators,

c†_a' = S_aa' c†^a, c_i' = S_i'i c^i.

This is where the metric enters. When an operator of H meets one of T, the contraction is c^b with c†_a, or c†^j with c_i, and each gives δ. An external operator supplied by H is already dual. An external operator supplied by T brings one factor of S. No line brings S⁻¹.

The singles can be absorbed into the integrals. Commuting T1 with the operators in H gives

[c^b, T1] = t^{bi} c_i, [c†^j, T1] = −t^{aj} c†_a,

while c^j and c†^b commute with T1. The minus sign in the second commutator comes from moving c†^j past c†_a before it meets c_i. Further commutators vanish, since c_i and c†_a anticommute with everything in T1. Thus e^{-T1}He^{T1} has the form of H, with altered bras and kets. In first quantization define

t = |φ_a> t^{ai} <φ_i|, t² = 0, e^{±t} = 1 ± t.

The dressed functions are

<φ̂_a| = <φ_a| − S_ab t^{bj} <φ_j|, <φ̂_i| = <φ_i|,
|φ̂_i> = |φ_i> + |φ_b> t^{bj} S_ji, |φ̂_a> = |φ_a>.

Hence v̂_pqrs = <φ̂_p φ̂_q||φ̂_r φ̂_s>. In particular v̂_klcd = v_klcd, since occupied bras and virtual kets are unchanged.

The one-body part needs one more step, because normal ordering with respect to Φ adds the mean field. Let P = |φ_i> S^{ij} <φ_j| be the occupied projector. For a one-body density ρ = |x><y| let G[ρ]_pq = <φ_p y||φ_q x>, extended linearly, and let f = h + G[P] be the Fock operator. Dressing both particles of the interaction and closing one of them with P replaces P by

(1 + t)P(1 − t) = P + tP − Pt − tPt = P + t,

because tP = t and Pt = 0. Therefore

f̂_pq = <φ̂_p| f + G[t] |φ̂_q>, G[t]_pq = v_pjqb t^{bj}.

Given f, no inverse has appeared. But f contains P, and the formula for P in nonorthogonal functions contains the inverse occupied metric. One may build P from any orthonormal basis of the occupied space instead. The claim is about the residual for a given f, not about every preparatory step.

It remains to include T2. After normal ordering, Wick's theorem leaves terms in which every T2 is joined to the Hamiltonian: T operators do not contract with one another, nor with H when they stand to its left, so unjoined products cancel in the commutators. Each T2 raises the excitation level by two. The lowest level of a one-body vertex is −1 and of a two-body vertex −2. The singles residual therefore has one vertex of level +1 without T2, namely f̂_ai, and three of level −1 with one T2.

For f̂_jb c†^j c^b, either of two particle operators and either of two hole operators in T2 may be contracted. The four equal choices cancel the factor ¼. Writing c†_a' c†_b' c_j' c_i' = c†_a' c_i' c†_b' c_j', which costs two interchanges, shows that the sign is plus:

f̂_jb t^{a'bi'j} c†_a' c_i'.

For the vertex with two virtual kets, the two equal orders of its bras turn ¼ into ½:

½ v̂_ajbc c†^a c†^j c^c c^b.

Contracting both particles gives two equal terms, as does choosing the hole. With the ¼ of T2 the factor is ½ × ¼ × 2 × 2 = ½. The contractions are nested, so the result is +½ v̂_ajbc t^{bci'j} c†^a c_i'.

For the vertex with two occupied bras, start from

½ v̂_jkib c†^j c†^k c^b c^i.

The counting is again ½ × ¼ × 2 × 2 = ½. To contract c^b with the second particle operator of T2, it must pass c^i and c†_a', giving two minus signs; bringing the remaining c^i c†_a' into the order c†_a' c^i gives a third. The result is −½ v̂_jkib t^{a'bjk} c†_a' c^i. Converting the external operators gives

R_ai = f̂_ai
 + S_aa' S_i'i f̂_jb t^{a'bi'j}
 + ½ v̂_ajbc t^{bci'j} S_i'i
 − ½ S_aa' t^{a'bjk} v̂_jkib.

For the doubles, let P(xy) = 1 − (x↔y), a permutation operator not to be confused with the projector P. An operator X_abij c†^a c†^b c^j c^i contributes P(ab)P(ij)X_abij to R_abij, because the antisymmetric part of X is one quarter of that expression and must equal ¼R. The vertex v̂_abij contributes itself. Vertices of level zero act with one T2.

A particle one-body vertex replaces c†_c by f̂_bc c†^b. There are two such operators, so X has the factor ½; it is already antisymmetric in ij, so P(ij) doubles it and P(ab) remains. A hole vertex replaces c_k by −f̂_kj c^j, which gives the corresponding term with a minus sign and P(ij). For v̂_abcd and v̂_klij, two contractions are possible in each case. The coefficient is ¼ × ¼ × 2 = ⅛, and comparison with ¼R gives a factor ½.

The particle–hole vertex has four equal index orders, which cancel its ¼:

v̂_kbcj c†^k c†^b c^j c^c = v̂_kbcj c†^k c^c c†^b c^j,

understood in normal order. The pair c†^k c^c contracts with T2 as f̂_jb did, with factor +1. The term is therefore P(ab)P(ij) times the amplitude and v̂_kbcj.

With two T2 operators only v_klcd has the required level −2. The expansion supplies ½T2², and the four lines can be shared in four ways.

First, c and d may go to one T2 and k and l to the other. The choice of T2 cancels the ½. Contracting c and d first gives ¼ × ¼ × 2 = ¼ × ½, so v̂_klij acquires an addition ½ v_klcd t^{cdij}, with its last two indices lowered.

Second, each T2 may take one particle and one hole line. Four assignments cancel the vertex factor ¼, but the ½ of the expansion remains. Thus v̂_kbcj acquires half of the corresponding product.

Third, one T2 may take d, k and l, leaving c for the other. Two choices of the single line and two of T2 change ¼ × ½ into ½. The three-line contraction has the same order as the last singles term, so it adds −½ to the particle one-body vertex. Fourth, leaving k instead reproduces the preceding singles contraction and adds +½ to the hole vertex.

These additions define

F_ac = f̂_ac − ½ S_aa' t^{a'dkl} v_klcd,
F_ki = f̂_ki + ½ v_klcd t^{cdi'l} S_i'i,
W_klij = v̂_klij + ½ v_klcd t^{cdi'j'} S_i'i S_j'j,
W_kbcj = v̂_kbcj + ½ v_klcd S_bb' t^{b'dj'l} S_j'j.

The doubles residual is then

R_abij = v̂_abij
 + P(ab) F_bc S_aa' t^{a'ci'j'} S_i'i S_j'j
 − P(ij) F_kj S_aa' S_bb' t^{a'b'i'k} S_i'i
 + ½ v̂_abcd t^{cdi'j'} S_i'i S_j'j
 + ½ W_klij S_aa' S_bb' t^{a'b'kl}
 + P(ab)P(ij) S_aa' t^{a'ci'k} S_i'i W_kbcj.

Three T2 operators would leave at least level four, so there are no further terms. For orthonormal functions S becomes the unit matrix and the usual spin-orbital CCSD equations return.

The energy follows from the same dressing. For the determinant part, the transition density between Φ and e^{T1}Φ, divided by <Φ|Φ>, is P + t, so the energy change from the reference is Tr(ft) + ½Tr(G[t]t). Contracting all four lines of v_ijab with T2 gives ¼ × ¼ × 2 × 2 = ¼. Hence

E_c = f_ia t^{ai} + ½ v_ijab t^{ai} t^{bj} + ¼ v_ijab t^{abij}.

There is no external line, and correspondingly no metric.

The formulas were tested in a random complex model with four occupied and four virtual spin orbitals, by applying e^{-T}He^{T} to Φ in Fock space. The largest residual element is 14.19 hartree, and the largest discrepancy is 9.6 × 10⁻¹⁵ hartree. The complex functions also test the order of indices in S, which real functions could conceal.

Other index positions describe the same theory. With mixed amplitudes t^a_i = t^{aj}S_ji and mixed integrals

f^p_q = S^{pr} f_rq, v^{pq}_rs = S^{pp'} S^{qq'} v_p'q'rs,

the metrics disappear from view and the equations look orthonormal. They have moved into the integrals as inverses. Lowering the virtual index of the mixed residual recovers the covariant residual in the model to 8.2 × 10⁻¹⁵ hartree.

The linear virtual term shows the choices for one index. The occupied index is suppressed:

t up, R down: f_ab t^b,
t up, R up: S^{ac} f_cb t^b,
t down, R down: f_ab S^{bc} t_c,
t down, R up: S^{ad} f_db S^{bc} t_c.

With covariant integrals, the first of these four is free of an inverse. The hole term −f_ji t^j gives the same classification for occupied indices.

To see that the inverses have consequences, let two functions of one set approach each other,

φ_2 = cos θ φ_1 + sin θ u,

where φ_1, u and the remaining functions of the set are orthonormal. Use the random model and keep the numerical components of t fixed. The dual functions are

φ^1 = φ_1 − cot θ u, φ^2 = u/sin θ.

They have length of order 1/θ. Raising the residual, or fixing covariant amplitudes, therefore introduces a factor of this order. When θ falls from 0.1 to 0.01 rad in the virtual set, the largest singles residual behaves as follows:

t up, R down: 2.72 to 2.69 hartree,
t up, R up: 16.4 to 149 hartree,
t down, R down: 18.0 to 154 hartree,
t down, R up: 730 to 4.67 × 10⁵ hartree.

The middle two grow by factors of 9.1 and 8.6, near the factor 10 expected from 1/θ. With t down and R down, an external amplitude line along u carries 1/θ, but it is projected on φ_1 or φ_2, whose overlaps with u are 0 and sin θ; that factor cancels and only the contracted line contributes. In the last case one factor 1/θ can come from an external amplitude line, one from a line contracted with H, and one from raising R. Antisymmetry forbids two contracted lines of the same kind in the direction u, so the singles residual can grow as θ⁻³. The observed factor is about 640, below the limiting 1000; in the occupied set it is about 990. At finite θ the less singular terms also contribute. The occupied set shows the same division, with the contravariant-amplitude, covariant-residual form staying near 2.7 hartree. The mixed equations correspond to t up, R up in the virtual set and to t down, R down in the occupied set, so at fixed components their residual grows in both. This comparison concerns the residual as a function of its numerical inputs. Fixing covariant components makes T itself grow, and for a fixed operator T, such as the solution, the contravariant components are overlaps with the dual functions and grow as 1/θ. The inverse is removed from the residual formula, but near dependence is not removed from the amplitudes that solve it, nor from the arithmetic. For a fixed T these large components cancel inside the contractions, and in double precision the rounding error of the covariant residual in the model grows as θ⁻², from about 10⁻¹³ hartree at θ = 10⁻² to about 10⁻⁵ hartree at θ = 10⁻⁶. Also, the residual projected on φ_2 contains the component along u only multiplied by sin θ, so a small covariant residual does not by itself show convergence in that direction.

The covariant form survives even when the virtual metric is singular. Let redundant functions be φ_r = φ_a M^a_r, with r here running over the redundant set and M rectangular. Choose amplitudes satisfying t^{a…} = M^a_r t^{r…} for every virtual index. Then T is unchanged. In each internal contraction,

f_pr t^{r…} = f_pa M^a_r t^{r…} = f_pa t^{a…},

and likewise for v and S. Each external virtual index acquires the conjugate of M, giving R_r… = (M^a_r)* R_a…. If the redundant functions still span the virtual space, their residual vanishes exactly when the original one does. Amplitudes differing by a null vector of M represent the same T and give the same energy. The same argument applies to redundant occupied functions φ_r = φ_i M^i_r, with t^{ai} = t^{ar}(M^i_r)* and R_ar = R_ai M^i_r, provided Φ and P are built from an independent set, since the product of all c†_r would vanish. Only the virtual case is tested below.

An inverse metric does enter the solution procedure used here. In the independent virtual basis, solve separately in the occupied and virtual blocks

f U = S U ε, U†SU = 1.

The second relation implies UU† = S⁻¹. Transforming the residual with U gives pseudocanonical components, in which the diagonal blocks of f contribute the linear terms (ε_a − ε_i)t for singles and (ε_a + ε_b − ε_i − ε_j)t for doubles. The interaction adds further linear terms, so dividing minus the residual by these gaps gives only an approximate correction, to be iterated. It is transformed back as

Δt^{ai} = U_v Δt(can) U_o†,

with one such factor for every index of the doubles. The inverse has thus been confined to the preconditioner. A poor preconditioner may slow or prevent convergence, but it does not alter the equation whose zero is sought.

For a molecular example take linear C2H2 with chosen distances C–C = 1.20 Å and C–H = 1.06 Å, in the STO-3G basis, with all electrons correlated. The occupied functions are normalized projections of seven atomic orbitals onto the Hartree–Fock occupied space: both carbon 1s, the 2s and three 2p of the second carbon, and the 1s of the hydrogen bonded to the first carbon. The virtual functions are normalized projections of five atomic orbitals onto its complement: the two 2p of the first carbon perpendicular to the axis, the axial 2p of the second carbon, and both hydrogen 1s. Counting spin gives 14 occupied and 10 virtual functions. The virtual metric eigenvalues run from 0.226 to 1.752, a ratio of 7.7, so this basis is clearly nonorthogonal but not nearly dependent.

Starting from t = 0, the first correction is the MP2 amplitude, since f_ai = 0 for the Hartree–Fock reference and R_abij = v_abij. Its energy is −0.149848 hartree, in agreement with a separate orthonormal MP2 calculation. Converging the covariant equations gives

E_c = −0.168704 hartree = −4.5907 eV.

A separate orthonormal CCSD calculation gives the same correlation energy to the eight printed decimals in hartree. Adding the Hartree–Fock energy,

E = −75.85339 − 0.16870 = −76.02209 hartree.

The change from MP2 to CCSD is −0.018856 hartree. These are energies of the stated minimal-basis model; basis incompleteness, excitations beyond CCSD and relativity are left out, so they are not estimates of a measured energy. The basis effect is large: in cc-pVDZ the same geometry gives a Hartree–Fock energy of −76.826 hartree and a CCSD correlation energy of −0.276 hartree.

Using all projected atomic orbitals gives 24 virtual spin orbitals with a metric of rank 10. To test a nonzero residual, the converged amplitudes were multiplied by 0.7 and lifted to the redundant set in two ways. The two amplitude arrays differ by as much as 0.287, yet both residuals agree with the transformed original to 3.6 × 10⁻¹⁶ hartree, against a largest element of 0.0175 hartree. Both energies are −0.11809351 hartree.

That energy also separates the linear and quadratic terms of E_c. Since f_ia = 0, let D be the doubles term and Q the quadratic singles term. Then

D + Q = −0.16870402 hartree,
0.7D + 0.49Q = −0.11809351 hartree.

Subtracting 0.7 times the first equation from the second gives −0.21Q = −7.0 × 10⁻⁷ hartree, or Q ≈ 3.3 × 10⁻⁶ hartree. The direct singles contribution to the energy is thus very small here, although singles also affect it through the doubles amplitudes. The remaining values are in the numerical output.

Computed results

```
MODEL, 4 occupied + 4 virtual spin orbitals, hartree
det of occupied metric = <Phi|Phi>: 0.770555
largest residual element: 14.189126
max error, residual vs Fock space: 9.6e-15
error, energy vs Fock space: 6.3e-16
max error, mixed form after lowering: 8.2e-15
MERGING FUNCTIONS: largest singles residual, hartree
columns: angle 0.1 rad, angle 0.01 rad
virtual: t up, R down: 2.7230e+00 2.6878e+00
virtual: t up, R up: 1.6361e+01 1.4880e+02
virtual: t down, R down: 1.8026e+01 1.5420e+02
virtual: t down, R up: 7.3024e+02 4.6671e+05
occupied: t up, R down: 2.7512e+00 2.7398e+00
occupied: t up, R up: 2.1223e+01 1.9862e+02
occupied: t down, R down: 1.6649e+01 1.6303e+02
occupied: t down, R up: 7.1962e+02 7.1150e+05
C2H2, STO-3G, all electrons correlated
C-C and C-H distances: 1.20, 1.06 angstrom
occupied, virtual spin orbitals: 14, 10
occupied parents: 0 C 1s, 1 C 1s, 1 C 2pz, 1 C 2s, 2 H 1s, 1 C 2py, 1 C 2px
virtual parents: 0 C 2py, 0 C 2px, 3 H 1s, 2 H 1s, 1 C 2pz
occupied metric eigenvalues, min and max: 0.72454, 1.30336
virtual metric eigenvalues, min and max: 0.22619, 1.75152
largest occupied-virtual overlap: 1.8e-15
RHF energy: -75.85338949 hartree
first-step correlation energy: -0.14984764 hartree
MP2 correlation, orthonormal code: -0.14984764 hartree
covariant CCSD correlation: -0.16870402 hartree
the same: -4.59067 eV
CCSD correlation, orthonormal code: -0.16870402 hartree
covariant CCSD total energy: -76.02209351 hartree
residual evaluations: 38
final pseudocanonical residual: 9.4e-10 hartree
residual if metrics are omitted: 0.16051 hartree
REDUNDANT VIRTUALS, trial amplitudes = 0.7 x solution
virtual functions, metric rank: 24, 10
largest trial residual: 0.01751 hartree
max error of transformed residual: 3.6e-16 hartree
max difference of the two amplitude sets: 0.28679
their energies: -0.11809351, -0.11809351 hartree
```
